# LO-TO splitting from Born charge, mode mass and electronic permittivity

**Question**

I am working on a lattice-dynamics exercise for a ferroelectric oxide. The data are: Born charge 7, mode mass 20 atomic units, cell volume 64 Å³, electronic permittivity 5. I am asked for the "LO-TO square-root frequency splitting" in THz.

I know that the longitudinal optical (LO) mode is stiffer because it carries an electric field, but three things stop me.

1. I took "atomic units" to mean electron masses and got 786 THz, which cannot be a lattice vibration.
2. No transverse optical (TO) frequency is given. How can I find a splitting without one?
3. I don't see why the permittivity enters once. If the electrons screen the field, and the Born charge already contains an electronic response, shouldn't there be two factors, or none?

Could someone derive the formula with all factors, and say how far one should trust the number for a material like barium titanate?

**Answer**

The missing TO frequency is a clue to what is being asked. The given data fix the difference of the *squares* of the two frequencies, so the requested quantity is

$$S=\sqrt{\nu_{LO}^2-\nu_{TO}^2},$$

and not $\nu_{LO}-\nu_{TO}$. The mass must be 20 atomic mass units (u), since ions are moving.

**The model and its conventions**

Take a cubic insulator with one polar mode. Let $u$ be the mode displacement, the same in every cell apart from a slow wave modulation, $M$ the mass belonging to that coordinate, and $V$ the cell volume. I use Rydberg units: $\hbar=1$, $e^2=2$, lengths in bohr. The Rydberg energy is $\hbar^2/(2m_ea_0^2)$, with $a_0$ the bohr, so the electron mass has the value 1/2 and the unit of mass is $2m_e$. Electrostatics has its Gaussian form, $D=E+4\pi P$.

To second order in $u$ and in the macroscopic field $E$, with the electrons relaxed, the energy per cell at fixed $E$ (the electric enthalpy) is

$$U=\tfrac12M\omega_{TO}^2u^2-Z^*u\,eE-\frac{V(\varepsilon_\infty-1)}{8\pi}E^2 .$$

The force is $-\partial U/\partial u$ and the dipole moment per cell is $-\partial U/\partial E$. Hence

$$M\ddot u=-M\omega_{TO}^2u+Z^*eE,\qquad P=\frac{eZ^*u}{V}+\frac{\varepsilon_\infty-1}{4\pi}E .$$

The same $Z^*$ appears in both equations because both come from one mixed term in $U$. It is the Born charge: the dipole per unit displacement at *zero macroscopic field*, in units of $e$. That condition settles your third question below.

If you rescale the coordinate, $u=su'$, then $Z^*$ becomes $sZ^*$ and $M$ becomes $s^2M$. The ratio $Z^{*2}/M$ is unchanged, but the charge and mass must refer to the same coordinate.

**The field in the two waves**

Let the wave have wavevector $q$, small compared with the zone boundary but large compared with $\sqrt{\varepsilon_\infty}\,\omega_{LO}/c$. Then retardation is negligible and $\nabla\times E=0$, so $E$ is parallel to $q$. There is no free charge, so $\nabla\cdot D=0$, and the component of $D$ along $q$ vanishes.

*Transverse wave.* Here $P$ has no component along $q$. The condition on $D$ then says that $E$ has none either. Since $E$ can point only along $q$, it is zero. The equation of motion gives the frequency $\omega_{TO}$, which justifies its name in $U$.

*Longitudinal wave.* Now $u$, $P$ and $E$ all lie along $q$, so the whole of $D$ vanishes:

$$0=E+4\pi P=E+\frac{4\pi eZ^*u}{V}+(\varepsilon_\infty-1)E=\varepsilon_\infty E+\frac{4\pi eZ^*u}{V}.$$

Therefore

$$E=-\frac{4\pi eZ^*}{\varepsilon_\infty V}\,u .$$

For positive $Z^*$ the field opposes the displacement. For either sign of $Z^*$, its force on the mode is

$$Z^*eE=-\frac{4\pi e^2Z^{*2}}{\varepsilon_\infty V}\,u ,$$

an additional restoring force. Put it into the equation of motion with $\ddot u=-\omega_{LO}^2u$ and divide by $-Mu$:

$$\boxed{\;\Omega^2\equiv\omega_{LO}^2-\omega_{TO}^2=\frac{4\pi e^2Z^{*2}}{\varepsilon_\infty MV}=\frac{8\pi Z^{*2}}{\varepsilon_\infty MV}\;}$$

The last form uses $e^2=2$. In SI units $4\pi e^2$ is replaced by $e^2/\varepsilon_0$.

One power of $Z^*$ says how much polarization the displacement makes, the other how strongly the resulting field pulls back. The electrons screen that field once, which gives one factor $1/\varepsilon_\infty$. The Born charge does not contain this screening, because it is defined with the macroscopic field held at zero.

**The numbers**

In units of $2m_e$ the mass of 20 u is 18228.9, and the volume of 64 Å³ is 431.89 bohr³. So

$$\Omega^2=\frac{8\pi\times 7^2}{5\times18228.9\times431.89}=3.1285\times10^{-5}\ \text{Ry}^2,$$

and $\hbar\Omega=5.593\times10^{-3}$ Ry. This is an angular frequency of $1.156\times10^{14}$ rad/s. Dividing by $2\pi$,

$$S=\frac{\Omega}{2\pi}=18.4\ \text{THz},$$

or 18 THz to the precision of the data.

Your 786 THz came from the mass alone. The mass 20 u equals $2\times18228.9=36458$ electron masses instead of 20. Frequency goes as $M^{-1/2}$, so your value was too high by $\sqrt{36458/20}=42.7$.

**What the missing TO frequency would tell you**

The separation of the two lines follows from factoring the difference of squares:

$$\nu_{LO}-\nu_{TO}=\frac{S^2}{\nu_{LO}+\nu_{TO}},\qquad \nu_{LO}=\sqrt{\nu_{TO}^2+S^2}.$$

With $S^2=338.6$ THz² and a chosen $\nu_{TO}=5$ THz, $\nu_{LO}=\sqrt{25+338.6}=19.07$ THz, and the lines are 14.07 THz apart. Holding $S$ fixed, $\nu_{TO}=2$ THz gives a separation of 16.51 THz, and $\nu_{TO}=10$ THz gives 10.94 THz.

There are two limits. For a very soft mode, $\nu_{TO}\ll S$, the LO frequency approaches $S$ and the separation approaches $S-\nu_{TO}$. For a stiff mode, $\nu_{TO}\gg S$, the denominator is nearly $2\nu_{TO}$, and the separation falls to $S^2/(2\nu_{TO})$. The same electrical coupling then produces a small line separation.

The dielectric function contains the same information. Drive the mode with a field at frequency $\omega$. The equation of motion gives $u=Z^*eE/[M(\omega_{TO}^2-\omega^2)]$, and $\varepsilon=1+4\pi P/E$ becomes

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi e^2Z^{*2}}{MV(\omega_{TO}^2-\omega^2)}
=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2}.$$

The second form follows by inserting $\Omega^2$ and using $\omega_{TO}^2+\Omega^2=\omega_{LO}^2$. The pole is the TO frequency and the zero is the LO frequency. At $\omega=0$ this is the Lyddane-Sachs-Teller relation, $\varepsilon_s/\varepsilon_\infty=\omega_{LO}^2/\omega_{TO}^2$. For $\nu_{TO}=5$ THz it gives $\varepsilon_s=5\times363.6/25=72.7$. A soft TO mode means a large static permittivity, while the LO mode stays near 18 or 19 THz.

**A microscopic model: where the charge 7 can come from**

A lattice model shows the electronic factors at work. Put on each site of a simple cubic lattice an ion of bare charge $z$ on a spring $k$, and an electronic polarizability $\alpha$. Fixed point charges $-z$ at the cell centres keep the cell neutral. By Laplace's equation and cubic symmetry, the static charges have no field gradient at the ion sites, so to first order they add no field at a displaced ion. (A uniform background would add one and change the Born charge.) Let $d$ be the electronic dipole divided by $e$. The field at a site from all other dipoles is $E_{loc}=eT(zu+d)$, where $T$ is the lattice dipole sum for the wave considered.

For $q\to0$ two conditions fix $T$. The potential $1/R$ obeys Laplace's equation away from its source, so the trace vanishes: $T_L+2T_T=0$. The longitudinal wave also has the macroscopic field $-4\pi P$ that the transverse wave lacks, so $T_L-T_T=-4\pi/V$. Hence

$$T_T=\frac{4\pi}{3V},\qquad T_L=-\frac{8\pi}{3V}.$$

The electrons follow the local field, $d=\alpha T(zu+d)$, so $zu+d=zu/(1-\alpha T)$. The force on the ion is $zeE_{loc}$, and

$$M\omega^2=k-\frac{e^2z^2T}{1-\alpha T}.$$

Write $x=4\pi\alpha/(3V)$. Then $\alpha T_T=x$ and $\alpha T_L=-2x$. Subtracting the transverse case from the longitudinal one,

$$M\Omega^2=\frac{4\pi e^2z^2}{3V}\left[\frac1{1-x}+\frac2{1+2x}\right]
=\frac{4\pi e^2z^2}{V(1-x)(1+2x)},$$

because the numerator of the bracket is $(1+2x)+2(1-x)=3$.

Now express $z$ and $x$ through macroscopic quantities. With the ions clamped and a macroscopic field $E$ applied, the electronic dipole per cell is $\alpha E/(1-x)$. So

$$\varepsilon_\infty=1+\frac{3x}{1-x}=\frac{1+2x}{1-x},\qquad x=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}.$$

At zero macroscopic field the dipole per displacement is $Z^*=z/(1-x)=z(\varepsilon_\infty+2)/3$. Substituting $z=Z^*(1-x)$,

$$M\Omega^2=\frac{4\pi e^2Z^{*2}}{V}\,\frac{1-x}{1+2x}=\frac{4\pi e^2Z^{*2}}{\varepsilon_\infty V},$$

which is the boxed result. For $\varepsilon_\infty=5$ we have $x=4/7$, and a bare charge of 3 acquires a Born charge of $3\times7/3=7$. In this model the electrons enhance the charge through the local field and screen the macroscopic field; these are separate effects. In a real oxide, changes in covalent bonding also contribute to $Z^*$, so this is not an account of the titanium charge.

The model also shows why $\nu_{TO}$ is sensitive to the spring and $S$ is not. The transverse local-field term, divided by $M\Omega^2$, is $(1+2x)/3=5/7$. It therefore lowers $\nu_{TO}^2$ by $338.6\times5/7=241.9$ THz². To leave $\nu_{TO}=5$ THz, the spring must supply 266.9 THz². Weaken the spring by 5 %, with charges, polarizability and volume held fixed, and

$$\nu_{TO}=\sqrt{0.95\times266.9-241.9}=3.4\ \text{THz}.$$

The splitting stays at 18.4 THz, because $k$ cancels from $\Omega^2$. A loss of $25/266.9=9.4$ % brings $\nu_{TO}$ to zero, where this harmonic lattice becomes unstable against a uniform polar displacement. This concerns uniform displacements only: with nothing but site springs this weak, the lattice is already unstable at some shorter wavelengths (see the finite-wavevector item below). In this model, a stable crystal with such a soft uniform mode needs short-range forces between cells as well. The LO mode at that point still has the frequency $S$.

**Several polar modes**

A perovskite cell has five atoms and more than one polar mode. Consider displacements $u_i$ along a cubic axis, with charges $Z_i$ and masses $M_i$. The argument for the longitudinal field now gives $E=-(4\pi e/\varepsilon_\infty V)\sum_jZ_ju_j$. The force on atom $i$ is $Z_ieE$, so in mass-weighted coordinates $\sqrt{M_i}\,u_i$ the dynamical matrix gains the term

$$\Delta D_{ij}=\frac{4\pi e^2}{\varepsilon_\infty V}\frac{Z_iZ_j}{\sqrt{M_iM_j}}.$$

The trace of a matrix is the sum of its eigenvalues, here the squared frequencies. Therefore

$$\sum_n\left(\omega_{LO,n}^2-\omega_{TO,n}^2\right)=\frac{4\pi e^2}{\varepsilon_\infty V}\sum_i\frac{Z_i^2}{M_i}.$$

A rigid translation adds nothing to the left side, since the charges sum to zero and no field arises.

Take rough values of the barium titanate kind: charges 2.8 for Ba, 7.0 for Ti, −5.6 for the oxygen on the Ti–O axis considered, and −2.1 for each of the other two. The masses are 137.3, 47.9 and 16.0 u. In units of 1/u,

$$\sum_i\frac{Z_i^2}{M_i}=0.057+1.023+1.960+2\times0.276=3.59,$$

against $49/20=2.45$ for the single mode. With $V$ and $\varepsilon_\infty$ unchanged, the root of the summed splitting is $18.4\times\sqrt{3.59/2.45}=22.3$ THz. This is not the splitting of one LO-TO pair. It is the total coupling shared among all polar branches, of which the single mode of the exercise would carry $2.45/3.59$, about 68 %. The field also mixes the modes, so pairing each LO line with one TO line is not generally meaningful.

**How this compares with barium titanate**

The input values are in the right rough regime: a cell edge near 4 Å, a titanium Born charge near 7, and an electronic permittivity of about 5 to 6. The mass of 20 u is a model value, and the charge of a mode is not the charge of the titanium atom. With the rough charges above, move titanium against the three oxygens together, barium at rest. The relative coordinate has the reduced mass $47.9\times48/95.9=24.0$ u and the charge $(7.0\times48+9.8\times47.9)/95.9=8.4$. Then $Z^{*2}/M=2.94$ instead of 2.45, and $S=20.2$ THz, so the pair (7, 20 u) somewhat understates the coupling of such a pattern. The one-mode assumption is a clear simplification: with the rough charges above, the root of the total coupling of all polar modes is 1.21 times the single-mode $S$. The permittivity matters too: with everything else fixed, $\varepsilon_\infty=6$ lowers the answer from 18.4 to 16.8 THz.

At room temperature barium titanate is tetragonal, not cubic. Then $Z^*$ and $\varepsilon_\infty$ depend on direction, and so does the splitting. The harmonic assumption is also weak. An oscillator with our mass and $\nu_{TO}=5$ THz has

$$\langle u^2\rangle=\frac{\hbar}{2M\omega_{TO}}\coth\frac{\hbar\omega_{TO}}{2k_BT},$$

which gives a root-mean-square displacement of 0.115 Å at 300 K if each cell is treated as independent. That is comparable with the ferroelectric off-centre displacements, roughly 0.1 Å. One should therefore regard $\nu_{TO}$ as an effective, temperature-dependent frequency. The formula for $S$ survives if the mode can still be described by effective values of $Z^*$, $M$ and $\varepsilon_\infty$, and if the restoring force at zero macroscopic field is described by the same constant at the TO and LO frequencies. Anharmonicity or coupling to other modes can make that constant depend on frequency.

Three further effects can be estimated for these parameters:

- **Damping.** Replace $\nu_{TO}^2-\nu^2$ in the dielectric function by $\nu_{TO}^2-\nu^2-i\gamma\nu$, with a rough $\gamma=3$ THz. The maxima of $\mathrm{Im}\,\varepsilon$ and $\mathrm{Im}(-1/\varepsilon)$, located numerically, lie at 4.78 and 19.01 THz. The root of the difference of their squares is still 18.4 THz. This does not cover an overdamped soft mode, whose loss peak no longer marks $\nu_{TO}$.

- **Finite wavevector.** I evaluated the dipole sums of the lattice model by Ewald summation for $q$ along a cube axis, with the same spring for both polarizations. With cell edge $a$, the root of the difference of squares is 18.5 THz at $q=0.1\,\pi/a$ and 19.8 THz at $0.5\,\pi/a$. At the second wavevector the transverse local-field term, about 291 THz², exceeds the spring term of 266.9 THz². The squared transverse frequency is then negative, so 19.8 THz measures the electrical coupling and does not relate two observable lines. The formula is a small-$q$ result.

- **Retardation.** A transverse wave really obeys $c^2q^2=\omega^2\varepsilon(\omega)$. For $cq\gg\sqrt{\varepsilon_\infty}\,\omega_{LO}$ the lower branch has a large $\varepsilon$ and lies just below the pole: $\omega^2\simeq\omega_{TO}^2\,[1-\varepsilon_\infty\Omega^2/(c^2q^2)]$. As a scale for $q$, take backscattering of 532 nm light with refractive index $\sqrt{\varepsilon_\infty}$, so $q=4\pi\sqrt{\varepsilon_\infty}/\lambda=0.0067\,\pi/a$. Solving the wave equation numerically for $\nu_{TO}=5$ THz, the TO frequency is lowered by 0.013 %. Such a wavevector is small for the lattice and large for light, as the derivation requires.

So the answer to the exercise is $\sqrt{\nu_{LO}^2-\nu_{TO}^2}\approx18$ THz. For a real perovskite, treat it as the coupling strength of one model mode; a prediction of individual lines needs the full dynamical matrix.

All numerical values are calculated from the stated model.
